# Why vacancy density saturates at a biased blocking electrode

**Q.** I bake a 20 nm hafnium oxide film at 550 K with one electrode negative. That electrode blocks oxygen vacancies, which carry charge \(+2e\). For a bulk vacancy density of \(10^{18}\) cm\(^{-3}\) and a potential drop of 0.30 V near the electrode, I estimated the density at the interface from a Boltzmann factor. The answer exceeds the number of oxygen sites. Where did I go wrong?

**A.** Your arithmetic is sound. Let \(V>0\) be the drop and \(ze\) the vacancy charge, with \(z=2\). At 550 K, \(kT=0.0474\) eV, so

\[
w\equiv\frac{zeV}{kT}=\frac{2\times0.30}{0.0474}=12.66,\qquad e^{w}\approx3.1\times10^{5}.
\]

The predicted density is \(3.1\times10^{23}\) cm\(^{-3}\), against roughly \(5.5\times10^{22}\) cm\(^{-3}\) oxygen sites. The fault is in the premise. A Boltzmann factor treats vacancies as an ideal gas, in which one vacancy never takes up a place that another could use. A vacancy needs a site, and a site can hold only one.

To include this, suppose vacancies occupy host sites of density \(N\), all of equal energy, with a fraction \(\theta\) filled. Far from the electrode \(\theta=\theta_0\), and a fixed negative background of charge density \(-zeN\theta_0\) makes the oxide neutral. I take \(N=10^{20}\) cm\(^{-3}\) and \(\theta_0=0.01\), which gives your bulk density. The value of \(N\) is a model choice: these are defect-related sites where a vacancy is more stable than on an ordinary oxygen site.

**Q.** How does "one per site" enter a free energy?

**A.** Through the number of arrangements. Placing \(n\) identical vacancies on \(M\) sites can be done in \(W=M!/[n!(M-n)!]\) ways. For large numbers, Stirling's formula \(\ln n!\approx n\ln n-n\) gives

\[
\ln W\approx M\ln M-n\ln n-(M-n)\ln(M-n),
\]

because the linear terms \(-M+n+(M-n)\) cancel. Put \(n=\theta M\). The terms in \(\ln M\) add up to \(M\ln M\,[1-\theta-(1-\theta)]=0\), leaving

\[
\ln W=-M[\theta\ln\theta+(1-\theta)\ln(1-\theta)].
\]

The entropy is \(k\ln W\), so its contribution to the free energy per volume is

\[
f(\theta)=NkT[\theta\ln\theta+(1-\theta)\ln(1-\theta)].
\]

The second term is the entropy of the empty sites. When \(\theta\ll1\) it reduces to \(-\theta\), and \(f\) becomes that of an ideal gas.

**Q.** The electrode is connected to a supply, so charge flows while the vacancies move. What should be minimised?

**A.** The free energy of the film, less the work done by the supply and less the cost of taking vacancies from their reservoir. Put the blocking electrode at \(x=0\), with potential \(\phi_0=-V\), and ground the far electrode at \(x=L\). Let the far electrode exchange oxygen, so that it fixes the vacancy chemical potential \(\mu\).

If \(D\) is the electric displacement along \(+x\), the blocking electrode carries charge \(D(0)\) per area, and the supply does work \(\phi_0D(0)\) in putting it there. Per unit area,

\[
G=\int_0^L\left[\frac{D^2}{2\varepsilon}+f(\theta)-\mu N\theta\right]dx-\phi_0D(0).
\]

The constant site energy is absorbed in \(\mu\). The displacement is tied to the vacancies by Gauss's law,

\[
D'=zeN(\theta-\theta_0).
\]

This is mean-field electrostatics: each vacancy feels the field of the laterally averaged charge. The permittivity \(\varepsilon\) and the charge state are held constant.

**Q.** Please do the minimisation without skipping the boundary terms.

**A.** Impose Gauss's law with a multiplier \(\phi(x)\), by subtracting \(\int\phi[D'-zeN(\theta-\theta_0)]dx\) from \(G\). Vary \(D\) first. The term with \(\delta D'\) is integrated by parts:

\[
-\int_0^L\phi\,\delta D'\,dx=\phi(0)\delta D(0)-\phi(L)\delta D(L)+\int_0^L\phi'\,\delta D\,dx .
\]

The total variation with respect to \(D\) is therefore

\[
\int_0^L\left(\frac{D}{\varepsilon}+\phi'\right)\delta D\,dx+[\phi(0)-\phi_0]\delta D(0)-\phi(L)\delta D(L).
\]

It must vanish for every \(\delta D\). Hence \(D=-\varepsilon\phi'\), \(\phi(0)=\phi_0\) and \(\phi(L)=0\): the multiplier is the electric potential, with the right values at both electrodes.

Now vary \(\theta\). The derivative of the bracket in \(f\) is \(\ln\theta+1-\ln(1-\theta)-1\), so after division by \(N\)

\[
kT\ln\frac{\theta}{1-\theta}+ze\phi=\mu .
\]

In the neutral bulk \(\phi=0\) and \(\theta=\theta_0\), so \(\mu=kT\ln[\theta_0/(1-\theta_0)]\). This assumes that the far contact has no space charge of its own; otherwise it would add a separate drop there. With \(u=ze\phi/kT\), exponentiation gives

\[
\frac{\theta}{1-\theta}=\frac{\theta_0}{1-\theta_0}e^{-u},
\]

and solving for \(\theta\),

\[
\boxed{\theta=\frac{1}{1+\dfrac{1-\theta_0}{\theta_0}\,e^{u}}}
\]

The stationary point is a minimum. The field energy is quadratic with a positive coefficient, \(f''=NkT/[\theta(1-\theta)]\) is positive, and the constraint is linear. \(G\) is therefore strictly convex on the allowed profiles and has one minimum.

**Q.** That is a Fermi function. Are the vacancies behaving as fermions?

**A.** No quantum statistics were used. The two problems share a counting rule, that a state is either empty or singly occupied, and this rule produces the form.

The mechanism shows in the chemical potential. Its entropic part is \(kT\ln\theta-kT\ln(1-\theta)\). The second piece is the price of finding an empty site, and it grows without limit as \(\theta\to1\). A finite voltage can pay only a finite price, so the site fraction stays below one.

The cause can be isolated by replacing \((1-\theta)\ln(1-\theta)\) with its dilute limit \(-\theta\), keeping the electrostatics, the bulk density and the drop unchanged. The condition then becomes \(kT\ln\theta+ze\phi=kT\ln\theta_0\), or \(\theta=\theta_0e^{-u}\), which has no ceiling. Numerical minimisation of this altered free energy at 0.20 V gave 42 vacancies per site in the grid cell next to the electrode. With the empty-site entropy kept, the occupancy at the electrode is 0.98.

**Q.** At what voltage does the crowding begin?

**A.** At the electrode \(u=-w\). Half filling requires \(e^{w}=(1-\theta_0)/\theta_0\), so

\[
V_{1/2}=\frac{kT}{ze}\ln\frac{1-\theta_0}{\theta_0}
=\frac{0.0474}{2}\ln 99\ \text{V}=0.109\ \text{V}.
\]

Well below this drop the Boltzmann factor is adequate. Well above it, the empty fraction is

\[
1-\theta(0)\approx\frac{1-\theta_0}{\theta_0}e^{-w}.
\]

At 0.30 V this is \(99\,e^{-12.66}\approx3\times10^{-4}\). The exponential has moved from the vacancies to the empty sites.

**Q.** Then the stored charge should also level off. Does it?

**A.** It does not. The local density levels off, but the filled layer can thicken. To find the charge, combine Gauss's law with \(D=-\varepsilon\phi'\):

\[
\varepsilon\phi''=-zeN(\theta-\theta_0).
\]

Multiply by \(\phi'\), so that the left side becomes \((\varepsilon/2)(\phi'^2)'\), and integrate from the electrode to the neutral bulk, where \(\phi'=0\):

\[
-\frac{\varepsilon}{2}\phi'(0)^2=-zeN\int_{-V}^{0}(\theta-\theta_0)\,d\phi .
\]

Since \(\varepsilon\phi'(0)^2/2=D(0)^2/2\varepsilon\) and \(ze\,d\phi=kT\,du\),

\[
\frac{D(0)^2}{2\varepsilon}=NkT\int_{-w}^{0}(\theta-\theta_0)\,du .
\]

The occupancy is a total derivative,

\[
\theta=\frac{\theta_0e^{-u}}{1-\theta_0+\theta_0e^{-u}}
=-\frac{d}{du}\ln(1-\theta_0+\theta_0e^{-u}),
\]

and the logarithm vanishes at \(u=0\). Let \(Q\) be the excess vacancy charge per area. Gauss's law, integrated into the bulk where \(D=0\), gives \(Q=-D(0)\), positive because the electrode is negative. Therefore

\[
Q^2=2\varepsilon NkT\left[\ln(1-\theta_0+\theta_0e^{w})-\theta_0w\right].
\]

For the ideal gas the integrand is \(\theta_0(e^{-u}-1)\), and the bracket becomes \(\theta_0(e^w-1-w)\).

**Q.** What does the formula say at small and large drops?

**A.** For \(w\ll1\), write the logarithm as \(\ln[1+\theta_0(e^w-1)]\) and expand to second order:

\[
\theta_0\left(w+\frac{w^2}{2}\right)-\frac{\theta_0^2w^2}{2}-\theta_0w=\frac{\theta_0(1-\theta_0)w^2}{2}.
\]

Taking the root and restoring \(w=zeV/kT\),

\[
Q=\frac{\varepsilon V}{\lambda_D},\qquad
\lambda_D=\sqrt{\frac{\varepsilon kT}{z^2e^2N\theta_0(1-\theta_0)}} .
\]

This is an ordinary capacitor whose thickness is the Debye length, here 3.6 nm. The film is more than five Debye lengths thick, which justifies a neutral bulk within the mean-field model. The discrete picture is less comfortable: at \(10^{18}\) cm\(^{-3}\) the bulk vacancies are 10 nm apart, farther than \(\lambda_D\), a sphere of radius \(\lambda_D\) holds only about 0.2 of a vacancy, and the film is just two such spacings thick. The screening length is therefore a lateral average and a rough figure.

For \(\theta_0e^w\gg1\), the logarithm tends to \(w+\ln\theta_0\), and

\[
Q^2\approx2\varepsilon NkT[(1-\theta_0)w+\ln\theta_0].
\]

The charge now grows as the square root of the drop, after an offset. A filled slab explains why. If its thickness is \(\ell\), its net charge is \(Q=zeN(1-\theta_0)\ell\). The field falls linearly from \(Q/\varepsilon\) to zero, so \(V=Q\ell/2\varepsilon\). Eliminating \(\ell\) gives \(Q^2=2\varepsilon zeN(1-\theta_0)V\), the leading term above. By contrast, the ideal gas gives \(Q\propto e^{w/2}\).

**Q.** Can you put numbers on my film?

**A.** Take a relative permittivity of 20, so \(\varepsilon=1.77\times10^{-10}\) F/m. At 0.30 V, \(\theta_0e^w=3147\), and the bracket is \(\ln(3148)-0.127=7.93\). With \(kT=7.59\times10^{-21}\) J and \(N=10^{26}\) m\(^{-3}\),

\[
Q=\sqrt{2(1.77\times10^{-10})(10^{26})(7.59\times10^{-21})(7.93)}
=0.046\ \text{C/m}^2,
\]

or 4.6 uC/cm\(^2\). Dividing by \(\varepsilon\) gives a field of 2.6 MV/cm at the electrode. Other drops, with everything else fixed, give:

| Drop (V) | \(\theta(0)\) | \(Q\) (uC/cm\(^2\)) | Ideal-gas \(Q\) |
|---|---|---|---|
| 0.05 | 0.077 | 0.36 | 0.37 |
| 0.10 | 0.407 | 1.13 | 1.30 |
| 0.20 | 0.979 | 3.19 | 11.1 |
| 0.30 | 0.9997 | 4.62 | 92 |

The depth at which \(\theta=1/2\) moves from 0.42 nm at 0.15 V to 1.21 nm at 0.30 V, so the layer does thicken.

As a test, \(G\) was minimised numerically on a grid for six drops from 0.05 to 0.30 V, without imposing the occupancy formula. The resulting profiles agree with it to \(3\times10^{-10}\) in \(\theta\), and the electrode charges \(-D(0)\) agree with the closed form to a relative \(1.4\times10^{-5}\). In the finite film a small field survives at the far electrode, so the excess vacancy charge itself is lower than the closed form by 0.4% at 0.05 V and 0.07% at 0.30 V. These figures check the mathematics of the model; its physical accuracy is much lower. The remaining values are in the numerical output.

**Q.** Is there an electrical signature I could look for?

**A.** Within the model, and for a bulk occupancy \(\theta_0<1/2\) as here, the slow capacitance passes through a maximum; for \(\theta_0\ge1/2\) it is largest at zero drop. Differentiate the formula for \(Q^2\) with respect to \(V\). The derivative of its bracket with respect to \(w\) is \(\theta(0)-\theta_0\), so

\[
C=\frac{dQ}{dV}=\frac{\varepsilon zeN[\theta(0)-\theta_0]}{Q}.
\]

At first the numerator rises quickly as sites fill. Once \(\theta(0)\) is near one, the numerator is almost constant while \(Q\) keeps growing, and \(C\) falls. From the calculated charges, the average capacitance is 15 uF/cm\(^2\) between 0.05 and 0.10 V, 22 between 0.10 and 0.15 V, and 13 between 0.25 and 0.30 V. An ideal gas would show a continued rise. The fall belongs to the host sites alone: once ordinary oxygen sites begin to fill as well, near 0.3 V for the values used below, the capacitance rises again. The vacancies must equilibrate at each voltage, so a fast alternating signal would not measure this quantity.

**Q.** Could the whole oxygen sublattice fill up instead of your special sites?

**A.** Not before breakdown, for these parameters. Keeping the bulk density and temperature but making all oxygen sites equivalent, half filling at the electrode would need 18 MV/cm. A rough breakdown field for HfO\(_2\) is 4 MV/cm, and a long bake under bias can break a film at a lower field. The plateau at \(10^{20}\) cm\(^{-3}\) therefore depends on a limited set of favourable sites.

It also has an upper end. I chose the host sites to be \(\Delta=0.80\) eV more stable than ordinary ones. While ordinary sites of density \(N_O\) are sparsely filled, their vacancy density at the electrode, relative to \(N\), is

\[
s=\frac{N_O}{N}\frac{\theta_0}{1-\theta_0}e^{w-\Delta/kT},
\]

which is 0.08 at 0.30 V. It grows exponentially and reaches one when \(w\) has risen by \(\ln(1/0.082)=2.5\), that is, by another 0.06 V. The total density is thus nearly flat only up to about 0.3 V, and the second set of sites takes over near 0.36 V.

This also lowers the breakdown estimate. Without spill-over, 4 MV/cm is reached at a drop of 0.56 V. Since the spilled density varies as \(e^{-u}\), its integral adds approximately \(s\) to the bracket in \(Q^2\). Reaching 4 MV/cm requires a bracket of \(7.93(4.0/2.61)^2\approx18.6\). At \(w=17.0\), the host sites give \(0.99\times17.0-4.6=12.2\) and the spill-over gives \(0.082\,e^{4.34}=6.3\), a total of 18.5. The drop is then about 0.40 V.

**Q.** Does my film contain enough vacancies to build the layer?

**A.** By itself, no. The layer at 0.30 V needs \(Q/ze=1.4\times10^{13}\) cm\(^{-2}\), while the neutral film holds \(10^{18}\times2\times10^{-6}=2\times10^{12}\) cm\(^{-2}\). Since \(Q\) counts the excess over the neutral film, and the bulk stays at \(\theta_0\), the oxygen-exchanging electrode must supply all of it. If both electrodes block, the accumulated charge cannot exceed that of all the vacancies present, 0.64 uC/cm\(^2\). Much of the applied voltage then falls across a depleted region at the other electrode, so the drop at the negative one is smaller. Once no neutral bulk remains, the formula for \(Q\) no longer applies.

The supply also takes time. Vacancies escape from host sites and hop through ordinary ones. With a rough hopping barrier of 0.7 eV, hop length \(a=0.26\) nm and attempt rate \(\nu=10^{13}\) s\(^{-1}\), the trap-limited diffusivity is

\[
\mathcal D\approx\frac{a^2\nu}{6}\frac{N_O}{N}e^{-(0.7+0.8)\,\text{eV}/kT}
\approx1.1\times10^{-18}\ \text{m}^2/\text{s}.
\]

With a fixed background, the neutral bulk has no concentration gradient, so vacancies cross it by drift. Their mobility is \(ze\mathcal D/kT\), so a potential difference of \(kT/ze\) remaining across the bulk drives a flux \(\mathcal DN\theta_0/L\). This delivers the required vacancies in

\[
t\approx\frac{(Q/ze)L}{\mathcal DN\theta_0}\approx2.6\times10^{3}\ \text{s},
\]

or somewhat under an hour. Early on, a larger potential difference lies across the bulk and drift is faster, so the estimate is on the slow side. With the full 0.30 V across the bulk it would shrink by the factor \(w=12.66\) to about 200 s, and following the drift in time within this model brings the layer to 90% of its final charge in about six minutes and to 99% in about eleven. At 400 K the same estimate gives \(3.7\times10^8\) s, of the order of ten years; even the full 0.30 V across the bulk would shorten this only to about eight months, and following the drift in time gives one to two years. These times cover transport across the film only. If the far electrode exchanges oxygen fast enough, an equilibrium profile is plausible for the bake, but not for a short measurement at 400 K.

**Q.** How far should I trust this for a real gate stack?

**A.** The permittivity, oxygen-site density and breakdown field are rough values for HfO\(_2\). The host-site density and binding energy are choices, and the bulk vacancy density depends on processing. A 20 nm film is thick for a transistor gate. Three assumptions need particular care.

First, the charge is not smooth. Evenly spaced host sites would be \(N^{-1/3}=2.15\) nm apart, farther than the 1.2 nm depth of the filled layer, so the profile can represent only an average over many lateral positions. Two vacancies at that spacing repel by 2.8 \(kT\), and the image attraction at half that distance is 1.4 \(kT\). An energy of 1 \(kT\) corresponds to 0.024 V here, so these energies are a sizeable part of the 0.109 V onset. For a real film, the onset and the tabulated occupancies and charges are therefore only rough figures, despite the digits shown. If the sites are placed at random, the nearest one is on average 1.2 nm away deep in the oxide, and 1.5 nm away for a site right at the electrode. The bare repulsion at these distances is about 5 and 4 \(kT\). Close to the electrode, image charges change the balance: for two vacancies 1.5 nm apart and both 0.6 nm from the metal, they cut the repulsion from 4 to about 0.9 \(kT\), while each vacancy is attracted by its own image with 2.5 \(kT\). The limit of one vacancy per host site survives, because it is an assumed property of the sites and does not depend on the electrostatics.

Second, vacancies can capture electrons. For a rough tunnel barrier of 2 eV and an effective mass of 0.15 electron masses, the electron wave decays at a rate \(\kappa=2.8\) nm\(^{-1}\). With a rough attempt rate of \(10^{13}\) s\(^{-1}\), an electron reaches the half-filled depth \(d\) in a time \(e^{2\kappa d}/(10^{13}\ \text{s}^{-1})\), about \(10^{-10}\) s, far faster than the layer forms. Electron energies fall by 0.30 eV from the electrode to the bulk. For the \(2+\) state to survive throughout, the capture level at the interface must lie more than 0.30 eV above the electrode's Fermi level, with a margin of a few \(kT\). If the vacancies were singly charged throughout, at the same \(\theta_0\), \(V_{1/2}\) would double to 0.22 V. The potential exerts no force on a neutral vacancy, though a charged one can be drawn in first and capture electrons near the electrode.

Third, the negative background may not stay fixed. If it moves or changes its charge during the bake, Gauss's law needs another term, and the relation between \(Q\) and \(V\) changes. Within the mean-field model, the Fermi-like occupancy still holds for a given local potential and reservoir, provided the host sites keep equal energies.

## Calculated quantities

```
temperature 550 K, kT = 0.0474 eV, charge number 2
relative permittivity 20, film 20 nm
host sites N = 1.0e+20 cm^-3, theta0 = 0.01
bulk vacancy density = 1.0e+18 cm^-3
reduced length unit = 0.362 nm, Debye length = 3.64 nm
drop for half filling = 0.1089 V
lattice gas: drop V | w | wall theta | density cm^-3 | uC/cm2 | MV/cm
  0.05 | 2.11 | 0.07690 | 7.690e+18 | 0.363 | 0.205
  0.10 | 4.22 | 0.40726 | 4.073e+19 | 1.125 | 0.635
  0.15 | 6.33 | 0.85000 | 8.500e+19 | 2.215 | 1.251
  0.20 | 8.44 | 0.97905 | 9.791e+19 | 3.185 | 1.798
  0.25 | 10.55 | 0.99741 | 9.974e+19 | 3.964 | 2.238
  0.30 | 12.66 | 0.99969 | 9.997e+19 | 4.618 | 2.608
Boltzmann: drop V | theta0 exp(w) | density cm^-3 | uC/cm2 | MV/cm
  0.05 | 0.08248 | 8.248e+18 | 0.3717 | 0.2099
  0.10 | 0.6802 | 6.802e+19 | 1.3 | 0.7339
  0.15 | 5.61 | 5.610e+20 | 3.859 | 2.179
  0.20 | 46.27 | 4.627e+21 | 11.14 | 6.293
  0.25 | 381.6 | 3.816e+22 | 32.03 | 18.09
  0.30 | 3147 | 3.147e+23 | 92 | 51.95
depth where theta = 1/2 at 0.15 V = 0.423 nm
depth where theta = 1/2 at 0.20 V = 0.752 nm
depth where theta = 1/2 at 0.30 V = 1.206 nm
largest occupancy error, minimiser vs law = 2.5e-10
largest relative charge error = 1.4e-05
slope of reduced charge^2 vs w: minimiser 1.9778, law 1.9800
ideal-gas minimiser at 0.20 V, first-cell theta = 42.0
Neglected effects, at 0.30 V unless stated:
breakdown field (rough input) = 4.0 MV/cm
layer drop that reaches breakdown = 0.557 V
oxygen-site density (rough input) = 5.5e+22 cm^-3
field to half fill all oxygen sites = 18.1 MV/cm
host binding (chosen) = 0.80 eV
wall spill-over to ordinary sites / N = 0.082
vacancies needed by layer = 1.44e+13 cm^-2
vacancies in neutral film = 2.00e+12 cm^-2
mean host-site spacing = 2.15 nm
pair repulsion at that spacing = 2.82 kT
image attraction at half that spacing = 1.41 kT
tunnel barrier 2.0 eV, mass 0.15 m_e (rough)
electron tunnelling time to half-filled depth = 8.7e-11 s
hop: 0.7 eV, 0.26 nm, 1e+13 1/s (rough)
filling time at 550 K = 2.6e+03 s
filling time at 400 K = 3.7e+08 s
```
